# Dirac Field Modes as Jordan-Wigner Matrices: Anticommutators, Charge and Time-Ordered Correlators

## What symmetry and dimensions fix

Consider a free Dirac field \(\psi_a(\mathbf x,t)\), \(a=0,1,2,3\), in a periodic cube of volume \(V=L^3\), restricted to a finite set \(S\) of momenta. We want its vacuum correlators. Much of their form is fixed in advance.

The integral of \(\psi^\dagger\psi\) over the box is a pure number (as shown below, electrons minus positrons plus a constant), so \(\psi\) has the dimension \(V^{-1/2}\), and a correlator of two fields is \(1/V\) times a dimensionless quantity. The vacuum has no charge, so it is unchanged when \(\psi\) is multiplied by a constant phase. Hence \(\langle\psi\psi\rangle=0\), and a \(\psi\) must be paired with a \(\psi^\dagger\). The vacuum has no momentum either, so only the separation \(\mathbf r=\mathbf x-\mathbf y\) can enter. It is also an eigenstate of the time-independent Hamiltonian, so only the time difference \(\tau=t-t'\) can enter. Therefore

\[
G(\mathbf r,\tau)=\langle T\,\psi(\mathbf x,t)\,\psi^\dagger(\mathbf y,t')\rangle=\frac1V\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\,g_{\mathbf q}(\tau),
\]

where \(g_{\mathbf q}\) is a dimensionless \(4\times4\) matrix. The symbol \(T\) puts the later field on the left, with a minus sign for each exchange of two fields. It is used at unequal times only. What remains is to find \(g_{\mathbf q}\). It involves one mode at a time, and its minus sign at negative \(\tau\) comes from the rule for \(T\). The anticommutation of different modes enters the equal-time anticommutator of the field and the correlators of four fields. Finite matrices make those signs explicit.

Hartree atomic units are used: \(\hbar=m=1\), the electron has charge \(-1\), and \(c=137.036\).

## Two modes by hand

Take one electron mode \(b\) and one positron mode \(d\), with basis states \(|n_b n_d\rangle\). Define

\[
s=\begin{pmatrix}0&1\\0&0\end{pmatrix},\qquad Z=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad b=s\otimes 1,\qquad d=Z\otimes s .
\]

The matrix \(s\) empties a filled mode, and \(Z\) gives \(-1\) if the mode it acts on is filled. Thus

\[
b|10\rangle=|00\rangle,\quad b|11\rangle=|01\rangle,\quad d|01\rangle=|00\rangle,\quad d|11\rangle=-|10\rangle,
\]

and all other actions of \(b\) and \(d\) give zero. Only \(|11\rangle\) survives two removals:

\[
bd|11\rangle=-b|10\rangle=-|00\rangle,\qquad db|11\rangle=d|01\rangle=|00\rangle .
\]

So \(bd+db=0\). Had we used \(d=1\otimes s\), both orders would give \(+|00\rangle\), and the anticommutator would have an entry 2 instead of 0. The factor \(Z\) is what makes different modes anticommute.

The charge \(N_d-N_b\) is \(0,+1,-1,0\) on \(|00\rangle,|01\rangle,|10\rangle,|11\rangle\), so the charges \(-1,0,+1\) occur 1, 2 and 1 times.

For a particle at rest with one spinor label kept, the field has two components,

\[
F_1(t)=b\,e^{-iEt},\qquad F_2(t)=d^\dagger e^{iEt},\qquad E=c^2 .
\]

If \(\tau>0\), the correlator is \(\langle F_a(t)F_b^\dagger(t')\rangle\). Here \(F_2^\dagger\) contains \(d\), which annihilates the vacuum, so only \(\langle F_1F_1^\dagger\rangle=e^{-iE\tau}\) survives. If \(\tau<0\), the correlator is \(-\langle F_b^\dagger(t')F_a(t)\rangle\), and only \(-\langle d\,d^\dagger\rangle e^{-iEt'}e^{iEt}=-e^{iE\tau}\) survives, in the component 22. An electron travels from the earlier to the later event in the first case, a positron in the second.

## Any number of modes

For \(M\) modes, put a string of \(Z\) factors in front of mode \(j\):

\[
a_j=\underbrace{Z\otimes\cdots\otimes Z}_{j-1}\otimes\, s\otimes1\otimes\cdots\otimes1 .
\]

Let \(i<j\), and compare \(a_ia_j\) with \(a_ja_i\) factor by factor. Before position \(i\) both contain \(Z^2=1\). After position \(i\) one factor of each pair is 1, so the order is immaterial. At position \(i\) they contain \(sZ\) and \(Zs\). Direct multiplication gives \(sZ=-s\) and \(Zs=s\), so \(a_ia_j=-a_ja_i\). Replacing \(s\) by \(s^\dagger\) at position \(j\) changes nothing in this argument, so \(a_ia_j^\dagger=-a_j^\dagger a_i\); the case \(i>j\) follows by taking adjoints. For \(i=j\) the strings square to 1, while \(s^2=0\) and \(ss^\dagger+s^\dagger s=1\). Together,

\[
\{a_i,a_j\}=0,\qquad \{a_i,a_j^\dagger\}=\delta_{ij}.
\]

## The field and its equal-time anticommutator

The one-particle Hamiltonian at wavevector \(\mathbf q\) is

\[
h(\mathbf q)=c\,\boldsymbol\alpha\cdot\mathbf q+\beta c^2,\qquad
\boldsymbol\alpha=\begin{pmatrix}0&\boldsymbol\sigma\\\boldsymbol\sigma&0\end{pmatrix},\qquad
\beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix}.
\]

Since \((\boldsymbol\sigma\cdot\mathbf q)^2=q^2\) and \(\boldsymbol\alpha\) anticommutes with \(\beta\), we have \(h^2=E^2\) with \(E=c\sqrt{q^2+c^2}\). Then \((h-E)(h+E)=0\), so each column of \(E+h\) is an eigenvector with eigenvalue \(+E\). Likewise each column of \(E-h\) has eigenvalue \(-E\). We take two columns of \(E+h(\mathbf p)\) and two of \(E-h(-\mathbf p)\):

\[
u_s(\mathbf p)=\frac1{\mathcal N}\begin{pmatrix}(E+c^2)\chi_s\\ c\,\boldsymbol\sigma\cdot\mathbf p\,\chi_s\end{pmatrix},\qquad
v_s(\mathbf p)=\frac1{\mathcal N}\begin{pmatrix}c\,\boldsymbol\sigma\cdot\mathbf p\,\chi_s\\ (E+c^2)\chi_s\end{pmatrix},
\]

where \(\chi_s\) are the two unit spinors. The squared norm is \(\mathcal N^2=(E+c^2)^2+c^2p^2=2E(E+c^2)\), because \(c^2p^2=E^2-c^4\). By construction \(h(\mathbf p)u_s=Eu_s\) and \(h(-\mathbf p)v_s=-Ev_s\). The field at \(t=0\) is

\[
\psi(\mathbf x)=\frac1{\sqrt V}\sum_{\mathbf p\in S}\sum_s\left[b_{\mathbf ps}u_s(\mathbf p)e^{i\mathbf p\cdot\mathbf x}+d^\dagger_{\mathbf ps}v_s(\mathbf p)e^{-i\mathbf p\cdot\mathbf x}\right],
\]

where every \(b\) and \(d\) is one of the matrices \(a_j\). There are four modes per momentum.

The matrices \(\Lambda_\pm(\mathbf q)=\tfrac12[1\pm h(\mathbf q)/E]\) project on the eigenvalues \(\pm E\). Each eigenvalue is twofold because \(h\) has zero trace. The spinors are orthonormal pairs, so

\[
\sum_su_su_s^\dagger=\Lambda_+(\mathbf p),\qquad \sum_sv_sv_s^\dagger=\Lambda_-(-\mathbf p).
\]

In \(\{\psi_a(\mathbf x),\psi_b^\dagger(\mathbf y)\}\) only equal modes contribute:

\[
\{\psi_a(\mathbf x),\psi^\dagger_b(\mathbf y)\}=\frac1V\sum_{\mathbf p\in S}\left[\Lambda_+(\mathbf p)e^{i\mathbf p\cdot\mathbf r}+\Lambda_-(-\mathbf p)e^{-i\mathbf p\cdot\mathbf r}\right]_{ab}.
\]

Now assume that \(S\) contains \(-\mathbf p\) whenever it contains \(\mathbf p\). In the second term we may then rename \(-\mathbf p=\mathbf q\), and \(\Lambda_++\Lambda_-=1\) gives

\[
\{\psi_a(\mathbf x),\psi^\dagger_b(\mathbf y)\}=\frac{\delta_{ab}}V\sum_{\mathbf q\in S}e^{i\mathbf q\cdot\mathbf r}.
\]

Also \(\{\psi_a,\psi_b\}=0\), since no mode occurs in \(\psi\) together with its own adjoint.

The condition on \(S\) matters. With a single \(\mathbf p\neq0\) and \(\mathbf r=0\), the matrix is \(V^{-1}[1+(h(\mathbf p)-h(-\mathbf p))/2E]=V^{-1}[1+c\,\boldsymbol\alpha\cdot\mathbf p/E]\), which mixes the components. Even for symmetric \(S\), the finite sum is not a delta function. The truncated field is therefore not local: its anticommutator need not vanish between separated points.

## Charge and energy

Collect the part of \(\sqrt V\psi\) with wavevector \(\mathbf q\): \(\phi_{\mathbf q}=\sum_s[b_{\mathbf qs}u_s(\mathbf q)+d^\dagger_{-\mathbf q s}v_s(-\mathbf q)]\). Integration over the box removes products of different wavevectors. The four spinors in \(\phi_{\mathbf q}\) are orthonormal, since \(u_s(\mathbf q)\) and \(v_s(-\mathbf q)\) belong to opposite eigenvalues of the same \(h(\mathbf q)\). Hence

\[
Q=-\frac12\int\sum_a[\psi_a^\dagger,\psi_a]\,d^3x=-\frac12\sum_{\mathbf p,s}\left([b^\dagger,b]+[d,d^\dagger]\right).
\]

From \(bb^\dagger=1-b^\dagger b\) follows \(\tfrac12[b^\dagger,b]=b^\dagger b-\tfrac12\), and similarly \(\tfrac12[d,d^\dagger]=\tfrac12-d^\dagger d\). The halves cancel, leaving

\[
Q=N_d-N_b .
\]

With \(n=M/2\) modes of each kind, write \(Q+n=N_d+(n-N_b)\). This is the number of filled positron modes plus the number of empty electron modes. A state of charge \(q\) thus corresponds to a choice of \(n+q\) modes out of \(2n\), and the multiplicity of \(q\) is \(\binom{2n}{n+q}\).

For the energy, insert \(h\), which multiplies the \(b\) terms by \(E\) and the \(d^\dagger\) terms by \(-E\):

\[
H=\frac12\int\sum_a[\psi_a^\dagger,(h\psi)_a]\,d^3x=\sum_jE_j\left(a_j^\dagger a_j-\tfrac12\right).
\]

Both kinds of particle cost positive energy, so the state with no particles is the unique lowest state. The constant \(-\tfrac12\sum_jE_j\) grows with the number of modes but cancels in energy differences and in the evolution of operators. Since \(a^\dagger a\,a=0\) and \(a\,a^\dagger a=a\), we have \([H,a_j]=-E_ja_j\). Therefore \(e^{iHt}a_je^{-iHt}=a_je^{-iE_jt}\), and \(a_j^\dagger\) acquires \(e^{iE_jt}\).

## The two-point function

For \(\tau>0\), \(\psi^\dagger\) acts first on the vacuum. Its \(d\) terms give zero, and its \(b^\dagger\) terms must be undone by the matching \(b\). For \(\tau<0\), \(\psi\) acts first, and its \(d^\dagger\) terms must be undone by \(d\). With the spinor sums above,

\[
G=\frac1V\sum_{\mathbf q\in S}e^{i\mathbf q\cdot\mathbf r}\times
\begin{cases}\Lambda_+(\mathbf q)\,e^{-iE\tau},&\tau>0,\\-\Lambda_-(\mathbf q)\,e^{iE\tau},&\tau<0.\end{cases}
\]

This is the announced form, with \(g_{\mathbf q}\) now known. The difference of the limits \(\tau\to0^+\) and \(\tau\to0^-\) is \(V^{-1}\sum_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}\), the equal-time anticommutator. The minus sign of \(T\) is needed for this. To obtain the correlator with \(\bar\psi=\psi^\dagger\beta\), multiply \(G\) by \(\beta\) from the right.

For \(S=\{\mathbf p,-\mathbf p\}\) and \(\theta=\mathbf p\cdot\mathbf r\), the terms even in \(\mathbf p\) combine to a cosine and the odd ones to a sine:

\[
VG=\left[\left(1+\frac{\beta c^2}{E}\right)\cos\theta+i\,\frac{c\,\boldsymbol\alpha\cdot\mathbf p}{E}\sin\theta\right]e^{-iE\tau},\qquad\tau>0,
\]

\[
VG=-\left[\left(1-\frac{\beta c^2}{E}\right)\cos\theta-i\,\frac{c\,\boldsymbol\alpha\cdot\mathbf p}{E}\sin\theta\right]e^{iE\tau},\qquad\tau<0.
\]

For slow particles, \(p\ll c\), we have \(1-c^2/E\approx p^2/2c^2\). The upper diagonal components are then of order one for \(\tau>0\) and small for \(\tau<0\), as for a nonrelativistic electron that propagates forward only.

## Four fields

Let \(F_1,\dots,F_4\) each be a \(\psi\) or a \(\psi^\dagger\) at some point and time. Split \(F_j=A_j+C_j\), where \(A_j\) contains the annihilation and \(C_j\) the creation matrices, so that \(A_j|0\rangle=0\) and \(\langle0|C_j=0\). Because \(\{A_i,A_j\}=0\),

\[
\{A_i,F_j\}=\{A_i,C_j\}=\langle A_iC_j\rangle=\langle F_iF_j\rangle .
\]

The anticommutator is a number, hence equal to its vacuum average, and the other order \(C_jA_i\) averages to zero. In \(\langle F_1F_2F_3F_4\rangle=\langle A_1F_2F_3F_4\rangle\), move \(A_1\) to the right until it meets the vacuum. Each passage leaves a number and changes the sign:

\[
\langle F_1F_2F_3F_4\rangle=\langle F_1F_2\rangle\langle F_3F_4\rangle-\langle F_1F_3\rangle\langle F_2F_4\rangle+\langle F_1F_4\rangle\langle F_2F_3\rangle .
\]

Suppose first that the times decrease from 1 to 4. Then every average is time-ordered, and with \(g_{ij}=\langle TF_iF_j\rangle\),

\[
\langle TF_1F_2F_3F_4\rangle=g_{12}g_{34}-g_{13}g_{24}+g_{14}g_{23}.
\]

The left side changes sign when two neighbouring labels are exchanged. So does the right side, because \(g_{ij}=-g_{ji}\). For example, \(2\leftrightarrow3\) turns it into \(g_{13}g_{24}-g_{12}g_{34}-g_{14}g_{23}\); the exchanges \(1\leftrightarrow2\) and \(3\leftrightarrow4\) work the same way. Neighbour exchanges generate every order, so the equation holds for all time orders. Charge removes \(\langle T\psi\psi\rangle\) and \(\langle T\psi^\dagger\psi^\dagger\rangle\), so

\[
\langle T\psi_1\psi_2\psi_3^\dagger\psi_4^\dagger\rangle=G_{14}G_{23}-G_{13}G_{24}.
\]

The proof needs fields that stay linear in the ladder matrices as time passes. It fails if a two-particle interaction is added to \(H\).

## The algorithm and its cost

1. Number the modes and store each \(a_j\) as a sparse matrix, or as the rule "if bit \(j\) is 1, clear it and multiply by \(-1\) for each filled earlier mode".
2. Form the field components as sums of these matrices. Obtain \(Q\) and \(H\) from the box integrals.
3. For a correlator, sort the fields by time and record the sign of the permutation.
4. Apply the fields to the vacuum vector, the earliest first, with the phases \(e^{\pm iHt}\) around each. The vacuum component of the result, times the sign, is the correlator.

The vectors have \(2^M\) components. A ladder matrix has \(2^{M-1}\) nonzero entries, one for each state in which its mode is filled. Different modes change different bits, so their entries never overlap, and a field component has at most \(M2^{M-1}\) nonzeros. Applying \(k\) fields to full vectors then costs of order \(kM2^M\), and a check of all mode pairs of order \(M^22^M\). Both counts rely on skipping the zero entries. A vacuum correlator of a few fields can be cheaper still. Each field turns a basis state into at most \(M\) others, so \(k\) fields reach at most \(M^k\) states, and only these need to be kept. Dense matrices have \(4^M\) entries, and ordinary dense multiplication takes of order \(8^M\) operations. At \(M=12\) a ladder matrix has 2048 nonzeros among 16,777,216 entries. At \(M=30\) a single complex vector, at 16 bytes per component, fills 17.2 GB.

## Eight modes with numbers

Take \(L=0.08\) bohr and \(\mathbf p=(2\pi/L)(1,1,1)\), together with \(-\mathbf p\). Each component is 78.54, so \(|\mathbf p|=136.03\) is close to \(c\), and

\[
E=26460\ \text{hartree}=720\ \text{keV},\qquad \frac{c^2}{E}=0.7097,\qquad \frac{cp_z}{E}=0.4067 .
\]

There are \(M=8\) modes and 256 states. The charges \(0,\pm1,\pm2,\pm3,\pm4\) have multiplicities 70, 56, 28, 8 and 1. The lowest level of \(H\) is \(-4E\), and the next lies \(E\) above it.

For \(\mathbf r=(0.010,0.005,0.020)\) bohr, \(\theta=78.54\times0.035=2.749\), so \(\cos\theta=-0.9239\) and \(\sin\theta=0.3827\). The equal-time anticommutator is \(2\cos\theta/V=-1.848/V\) for equal components, although the points are separated. Had \(-\mathbf p\) been omitted, the unwanted matrix \(c\,\boldsymbol\alpha\cdot\mathbf p/E\) at \(\mathbf r=0\) would have norm \(c|\mathbf p|/E=0.705\), relative to 1 for the unit matrix.

At \(\tau=3\times10^{-5}\) atomic units of time, \(E\tau=0.794\) and \(e^{-iE\tau}=0.7011-0.7130i\). Then

\[
VG_{00}=1.7097\times(-0.9239)\,e^{-iE\tau}=-1.107+1.126i,
\]

\[
VG_{02}=i\times0.4067\times0.3827\,e^{-iE\tau}=0.111+0.109i .
\]

At \(\tau=-3\times10^{-5}\) the phase factor \(e^{iE\tau}\) has the same value, but the weight of the 00 component is now \(-(1-0.7097)\), which gives \(VG_{00}=0.188-0.191i\). The positron part of an upper component is smaller, but far from negligible at this momentum.

For four fields, choose these events:

- \(\psi_0\) at \((0.010,0.005,0.020)\) bohr, time \(4\times10^{-5}\);
- \(\psi_2\) at \((0.030,0.005,0.015)\) bohr, time \(2\times10^{-5}\);
- \(\psi_0^\dagger\) at the origin, time \(3\times10^{-5}\);
- \(\psi_2^\dagger\) at \((0.020,0.005,0)\) bohr, time \(1\times10^{-5}\).

Numbering them 1 to 4, the time order is 1, 3, 2, 4. One exchange is needed, so the sign is \(-1\). The two-point formulas give

\[
VG_{14}=0.2051+0.2017i,\qquad VG_{23}=-0.0752-0.2776i,
\]

\[
VG_{13}=-1.5246+0.4131i,\qquad VG_{24}=-0.1072+0.0291i,
\]

where the indices now number events. The products are \(0.0406-0.0721i\) and \(0.1515-0.0886i\), and their difference is

\[
V^2\langle T\psi_1\psi_2\psi_3^\dagger\psi_4^\dagger\rangle=-0.1109+0.0165i .
\]

Applying the four sparse field matrices to the vacuum vector in time order, with the sign \(-1\), gives the same value without using the contraction formula. In this time order only the products \(b\,b^\dagger b\,b^\dagger\) and \(b\,d\,d^\dagger b^\dagger\) contribute, and their values do not depend on the \(Z\) strings. The strings matter in orders such as 1, 2, 3, 4, where two electrons are created and then removed in either sequence, and \(b_ib_jb_i^\dagger b_j^\dagger\) has the opposite sign to \(b_ib_jb_j^\dagger b_i^\dagger\) for \(i\neq j\).

Numerical values quoted here were computed with a short program.
